# Orientation-Averaged Debye Induction Energy and the Self-Energy of the Induced Dipole

Place an ammonia molecule 0.5 nm from a silane molecule and turn it through all orientations with equal weight. The dipole field that silane feels averages to zero. The induction energy does not: with ammonia idealised as a point dipole and silane as a polarisable point, it averages to −0.459 meV. The energy of the induced dipole in the field that creates it averages to −0.918 meV, twice as much. Two things need explaining: why anything survives the averaging, and where half of the interaction has gone.

The result to be reached is

$$\langle U\rangle=-\frac{\mu^2\alpha'}{4\pi\varepsilon_0 r^6},$$

where $\mu$ is the permanent dipole of one molecule, $r$ the distance between centres, and $\alpha'$ the polarisability volume of the other molecule, here silane, called the precursor because films are deposited from it. In SI units a field $\mathbf F$ induces a dipole $\mathbf p=\alpha\mathbf F$, and $\alpha'=\alpha/(4\pi\varepsilon_0)$ is a volume. I write $\kappa=4\pi\varepsilon_0$, so that $\alpha=\kappa\alpha'$.

## 1. The simplest case: a uniform field

Take a non-polar molecule in a uniform external field $F$. A dipole made of charges $-q$ at $\mathbf a$ and $+q$ at $\mathbf a+\mathbf s$ has, in an external potential $\phi$, the energy

$$q\phi(\mathbf a+\mathbf s)-q\phi(\mathbf a)=q\,\mathbf s\cdot\nabla\phi=-\mathbf p\cdot\mathbf F,$$

because $\mathbf p=q\mathbf s$ and $\mathbf F=-\nabla\phi$. This is the whole energy of a dipole that already exists. An induced dipole must also be made, by pulling the electrons away from their preferred distribution. Call the cost $W(p)$. The total energy is $W(p)-pF$, and the molecule settles where this is stationary:

$$\frac{dW}{dp}=F .$$

Linear response says that this happens at $p=\alpha F$, that is, at $F=p/\alpha$. Therefore

$$\frac{dW}{dp}=\frac p\alpha,\qquad W(p)=\int_0^p\frac{p_1}{\alpha}\,dp_1=\frac{p^2}{2\alpha}.$$

This is the self-energy of the induced dipole. A charge $q$ on a spring of stiffness $k$ is an example: $p=qx$, $\alpha=q^2/k$, and $\tfrac12kx^2=p^2/(2\alpha)$. Inserting $p=\alpha F$ gives

$$\underbrace{-pF}_{-\alpha F^2}+\underbrace{\frac{p^2}{2\alpha}}_{+\frac12\alpha F^2}=-\tfrac12\alpha F^2 .$$

Half of the interaction energy pays for the distortion. The factor ½ belongs to linear response, since it came from integrating a restoring force proportional to $p$.

**Test on silane.** Silane was treated by the Hartree–Fock method in the aug-cc-pVDZ basis, with fixed nuclei and an Si–H length of 1.48 Å. The polarisability volume is 4.436 Å³ both along a cube axis of the tetrahedron and along an Si–H bond, as isotropy requires. In a field of 0.002 atomic units along a cube axis three energies were found separately:

- interaction of the induced dipole with the field: −3.258 meV;
- rise of the field-free energy when evaluated in the polarised state: +1.629 meV;
- total change of energy: −1.629 meV.

The second number is the self-energy itself, obtained without assuming a spring. Its ratio to the size of the interaction is 0.5000. For a field along an Si–H bond the nonlinear response of section 6 shows in the last digit, which becomes 0.4999 or 0.5001 according to the sign of the field.

## 2. The field of a dipole

Now let the field come from a polar molecule, idealised as a point dipole $\boldsymbol\mu$ that is rigid and, for the moment, unpolarisable. Let $\mathbf R=r\mathbf n$ point from it to the precursor. For charges $\pm q$ at $\pm\mathbf s/2$, expansion to first order in $s/r$ gives

$$\frac1{|\mathbf R\mp\mathbf s/2|}\simeq\frac1r\pm\frac{\mathbf s\cdot\mathbf R}{2r^3},$$

and the difference of the two Coulomb potentials is

$$\phi=\frac{q\,\mathbf s\cdot\mathbf R}{\kappa r^3}=\frac{\boldsymbol\mu\cdot\mathbf R}{\kappa r^3}.$$

With $\nabla(\boldsymbol\mu\cdot\mathbf R)=\boldsymbol\mu$ and $\nabla r^{-3}=-3\mathbf R/r^5$, the field is

$$\mathbf F=-\nabla\phi=\frac{3(\boldsymbol\mu\cdot\mathbf n)\mathbf n-\boldsymbol\mu}{\kappa r^3}.$$

Let $\theta$ be the angle between $\boldsymbol\mu$ and $\mathbf n$. The component of $\boldsymbol\mu$ along $\mathbf n$ is $\mu\cos\theta$ and the component across is $\mu\sin\theta$. Hence

$$F_\parallel=\frac{(3-1)\mu\cos\theta}{\kappa r^3}=\frac{2\mu\cos\theta}{\kappa r^3},\qquad F_\perp=-\frac{\mu\sin\theta}{\kappa r^3}.$$

Squaring and adding, with $\sin^2\theta=1-\cos^2\theta$,

$$F^2=\frac{\mu^2(4\cos^2\theta+\sin^2\theta)}{\kappa^2r^6}=\frac{\mu^2(1+3\cos^2\theta)}{\kappa^2r^6}.$$

If the precursor is small compared with $r$, the field is nearly uniform across it and section 1 applies:

$$U(\theta)=-\tfrac12\alpha F^2=-\frac{\alpha\mu^2}{2\kappa^2r^6}(1+3\cos^2\theta).$$

The precursor's own orientation does not appear, because $\alpha$ is a scalar. The energy is negative at every angle: turning the dipole round reverses the field and the induced dipole together. A dipole along the line of centres gives four times the energy of one lying across it.

## 3. Averaging over orientations

Let all directions of $\boldsymbol\mu$ be equally likely. The element of solid angle is proportional to $\sin\theta\,d\theta$, so

$$\langle\cos^2\theta\rangle=\tfrac12\int_0^\pi\cos^2\theta\sin\theta\,d\theta=\tfrac12\int_{-1}^{1}c^2\,dc=\tfrac13,$$

and $\langle1+3\cos^2\theta\rangle=2$. Therefore

$$\langle U\rangle=-\frac{\alpha\mu^2}{2\kappa^2r^6}\times2=-\frac{\alpha\mu^2}{\kappa^2r^6}=-\frac{\mu^2\alpha'}{4\pi\varepsilon_0r^6}.$$

The 2 from the average cancels the ½ from the self-energy, which is why the final formula shows no trace of either. Both opening questions are now answered. The field is linear in $\boldsymbol\mu$ and $\langle\boldsymbol\mu\rangle=0$, so the mean field vanishes; the energy depends on the mean square, which does not. With $u=|\langle U\rangle|$, the interaction averages to $-2u$ and the self-energy to $+u$.

The same average follows from components. Since $\langle\mu_i\mu_j\rangle=\mu^2\delta_{ij}/3$, an energy quadratic in $\boldsymbol\mu$ averages to one third of its sum over three perpendicular dipole directions:

$$\langle U\rangle=\tfrac13(U_\parallel+2U_\perp)=\tfrac13\left(-2u-2\times\tfrac12u\right)=-u .$$

**Test on the precursor's side.** A point dipole was placed beside Hartree–Fock silane, on a cube axis of the tetrahedron. The energy of the undistorted silane in the dipole's potential was subtracted, leaving the induction energy without use of the formula. After averaging by the rule above, its ratio to the formula is 1.0432 at 1.27 nm and 1.0105 at 2.54 nm.

The excess should fall as $r^{-2}$. Silane responds to field gradients as well as to the field, and each further derivative of the field brings another factor $1/r$. A product of field and gradient would give $r^{-7}$ in the energy. But half-turns about the cube axes leave silane unchanged and reverse two coordinates at a time, so the response coefficient survives only if its three indices are $x$, $y$ and $z$, one each. A dipole on a cube axis and pointing along a cube axis supplies no such combination. One pointing along a diagonal of the transverse plane does, but the two diagonals give opposite signs and the term cancels in the average. The next terms go as $r^{-8}$, and the ratio is $1+c/r^2$. Doubling $r$ divides the excess by four, so $c$ is eliminated by

$$\frac{4\times1.0105-1.0432}{3}=0.9996 .$$

The axial and perpendicular energies taken separately extrapolate to 0.9996 and 0.9997. The angular law and the average are both recovered at large distance. These figures come from finite fields; in strict linear response the mean ratios are 1.0441 and 1.0110 and extrapolate to 1.0000.

**Test on the dipole's side.** A real ammonia molecule is not a point. The squared field of its full Hartree–Fock charge distribution, averaged over a sphere about its centre of mass, was compared with $2\mu^2/(\kappa^2r^6)$. The ratio is 1.217 at 0.5 nm, 1.0514 at 1.0 nm and 1.0127 at 2.0 nm; the first depends on the centre chosen and would be 1.19 about the nitrogen nucleus. The last two extrapolate to 0.9998 by the same rule. The excess comes from higher multipoles, whose fields add in the mean square.

## 4. A finite temperature

Equal weights are an approximation, since favourable orientations have larger Boltzmann factors. Suppose that the only orientation-dependent energy is $U(\theta)=-\tfrac12u(1+3\cos^2\theta)$. For $u\ll kT$, expand $e^{-U/kT}\simeq1-U/kT$:

$$\langle U\rangle_T\simeq\frac{\langle U\rangle-\langle U^2\rangle/kT}{1-\langle U\rangle/kT}\simeq\langle U\rangle-\frac{\langle U^2\rangle-\langle U\rangle^2}{kT}.$$

The variance needs $\langle\cos^4\theta\rangle=\tfrac12\int_{-1}^1c^4dc=\tfrac15$:

$$\langle U^2\rangle-\langle U\rangle^2=\frac{9u^2}{4}\left(\frac15-\frac19\right)=\frac{9u^2}{4}\times\frac4{45}=\frac{u^2}5 .$$

Hence

$$\langle U\rangle_T\simeq-u\left(1+\frac{u}{5kT}\right).$$

The leading term does not depend on temperature. This differs from the energy of two permanent dipoles, whose uniform average is zero and which attract on average only through the Boltzmann weights.

For the example at 600 K, $u/kT=0.00887$, and the predicted correction is $0.00887/5=0.177\,\%$ of $u$. Integration with the full Boltzmann factor gives 0.178 %. In the opposite limit, $u\gg kT$, a classical dipole settles along the line of centres and the energy tends to $-2u$. The thermal mean therefore runs from $-u$ when hot to $-2u$ when cold.

## 5. Letting the polar molecule respond

Ammonia is itself polarisable. Give it an isotropic polarisability $\beta=\kappa\beta'$, and consider one component $\mu_c$ of its permanent dipole. The induced dipoles are $p_A$ on the precursor and $p_B$ on the polar molecule. Write the field per unit dipole as $t$, equal to $2/(\kappa r^3)$ along the line of centres and $-1/(\kappa r^3)$ across it. With both self-energies included,

$$E=\frac{p_A^2}{2\alpha}+\frac{p_B^2}{2\beta}-t\,p_A(\mu_c+p_B).$$

Setting both derivatives to zero gives

$$p_A=\alpha t(\mu_c+p_B),\qquad p_B=\beta t\,p_A .$$

Substituting the second into the first and solving,

$$p_A=\frac{\alpha t\mu_c}{1-\alpha\beta t^2}.$$

To find the energy, multiply the first condition by $p_A/\alpha$, the second by $p_B/\beta$, and add:

$$\frac{p_A^2}{\alpha}+\frac{p_B^2}{\beta}=t\mu_cp_A+2t\,p_Ap_B .$$

Half of this replaces the two self-energies in $E$. The terms in $p_Ap_B$ cancel, leaving

$$E=-\tfrac12t\mu_cp_A=-\frac{\alpha t^2\mu_c^2}{2(1-\alpha\beta t^2)}.$$

Now average with $\langle\mu_c^2\rangle=\mu^2/3$ for each of the three components. With $x=\alpha'\beta'/r^6$, the product $\alpha\beta t^2$ is $4x$ along the line and $x$ across it:

$$\langle E\rangle=-\frac{u}{6}\left(\frac4{1-4x}+\frac2{1-x}\right)\simeq-\frac u6(6+18x)=-u(1+3x).$$

As $\beta'\to0$ the earlier result returns. For ammonia the mean polarisability volume is 1.866 Å³, and at 5 Å

$$3x=\frac{3\times4.436\times1.866}{5^6}=0.00159 .$$

A direct solution of the two linear equations also gives 0.159 %. The expression diverges at $4x=1$, which here means $r\simeq1.8$ Å. Point dipoles have lost their meaning well before that, because the two electron clouds overlap.

If both molecules are polar as well as polarisable, each polarises the other. To first order in the polarisabilities, each induced dipole is set by the other molecule's permanent field, and the energies add:

$$\langle U\rangle=-\frac{\mu_A^2\alpha_B'+\mu_B^2\alpha_A'}{4\pi\varepsilon_0r^6}.$$

The polarisability of a polar molecule is in general anisotropic; with both molecules turned independently and with equal weights, its mean over three directions is the $\alpha'$ that enters. Silane has no permanent dipole, so one of the two terms vanishes.

## 6. Numbers for silane and ammonia

Ammonia was given an N–H length of 1.01 Å and an angle of 107°. Its Hartree–Fock dipole is 1.609 D, or $5.367\times10^{-30}$ C m. At $r=0.5$ nm,

$$\frac{\mu^2}{4\pi\varepsilon_0}=\frac{(5.367\times10^{-30})^2}{1.1127\times10^{-10}}=2.589\times10^{-49}\ \mathrm{J\,m^3},$$

$$u=\frac{2.589\times10^{-49}\times4.436\times10^{-30}}{(0.5\times10^{-9})^6}=7.35\times10^{-23}\ \mathrm J .$$

So $\langle U\rangle=-0.459$ meV, or −0.0443 kJ/mol. The energy for a dipole along the line of centres is −0.918 meV and for one lying across it −0.229 meV. The first of these equals the averaged interaction part, since both are $-2u$, but they are different quantities: one is a total energy at a fixed angle, the other an average without the self-energy.

The sixth power acts quickly. At 0.6 nm the average is −0.154 meV and at 0.8 nm it is −0.027 meV.

How far can −0.459 meV be trusted? Within the models of sections 4 and 5, the thermal and mutual corrections are each below 0.2 %. Other orientation-dependent forces, left out there, also shift the thermal weights. Nonlinear response is smaller still. If $p=\alpha F+\tfrac12bF^2$, integrating $-p\,dF$ gives $-\tfrac12\alpha F^2-\tfrac16bF^3$, so the relative change is $bF/(3\alpha)$. For the axial field at 0.5 nm, directed along an Si–H bond, this is 0.024 %.

The assumption that fails first is that the molecules are small compared with $r$. At 0.5 nm ammonia's higher multipoles raise the mean squared field by 22 %. The unevenness of the field across silane adds about 28 %, estimated from the leading $r^{-2}$ correction in linear response for a point dipole on a cube axis. The direction matters greatly: evaluated at 0.5 nm itself, the excess is 30 % on a cube axis, 109 % along an Si–H bond and 9 % over the centre of a face, and about 45 % when averaged over silane's orientations. These percentages are relative to the point-dipole formula and come from different idealisations, so their sum is not a corrected energy. They show that the formula gives the scale at this distance, not a precise value.

Electron correlation matters less. At the MP2 level the dipole falls to 1.521 D and the polarisability volume rises to 4.582 Å³. The dipole enters squared and wins: $\langle U\rangle$ becomes −0.423 meV, 8 % weaker than the Hartree–Fock value. Neither level lets the nuclei move, and for silane that omission is larger than the correlation shift: harmonic relaxation of the nuclei in a static field adds about 0.85 Å³, or 19 %, to the Hartree–Fock polarisability volume (0.81 Å³ at the MP2 level), and $|\langle U\rangle|$ grows in proportion. Both levels also carry the error of a modest basis. In the larger aug-cc-pVTZ basis the Hartree–Fock dipole is 1.601 D, the polarisability volumes are 4.408 Å³ for silane and 1.904 Å³ for ammonia, and $\langle U\rangle$ is −0.451 meV; the MP2 values become 1.509 D, 4.553 Å³ and −0.414 meV. The energy thus moves by about 2 %. The 22 % above becomes 21 %, and the −0.079 meV of section 7 becomes −0.080 meV. The 28 % becomes 30 % and the 45 % about 49 %, and the ratios of section 3 at 1.27 and 2.54 nm rise by about 0.003 and 0.0007. The assumed geometry counts as much as the basis: opening or closing ammonia's angle by half a degree lowers or raises $|\langle U\rangle|$ by 3 %.

## 7. The other forces at the same distance

Silane has no dipole, but its charge distribution still produces a field $\mathbf F_s$ through higher multipoles. The energy $V=-\boldsymbol\mu\cdot\mathbf F_s$ averages to zero with equal weights. The expansion of section 4 then leaves

$$\langle V\rangle_T\simeq-\frac{\langle V^2\rangle}{kT}=-\frac{\mu^2\langle F_s^2\rangle}{3kT},$$

which is −0.079 meV at 600 K, about 17 % of the Debye energy. Ammonia's quadrupole, left out of $V$, also interacts with this field and is not negligible at 0.5 nm.

Dispersion is larger. Give each molecule one effective excitation energy, $I_A$ or $I_B$, and a squared transition dipole $d^2$ per direction. Second-order perturbation theory in a uniform field gives the energy $-d^2F^2/I$. Comparing with $-\tfrac12\alpha F^2$ yields $d^2=\alpha I/2$. For the dipole–dipole coupling both molecules are excited together, and the squared geometric factors add to $2^2+1+1=6$:

$$E_{\rm disp}=-\frac{6\,d_A^2d_B^2}{\kappa^2r^6(I_A+I_B)}=-\frac32\,\frac{I_AI_B}{I_A+I_B}\,\frac{\alpha'\beta'}{r^6}.$$

This is the London estimate. Its weak point is the choice of excitation energies. Taking the Hartree–Fock orbital energies as ionisation energies (Koopmans' estimate), 13.19 eV for silane and 11.65 eV for ammonia, gives −4.9 meV, about 11 times the Debye energy. Hartree–Fock energy differences between cation and neutral molecule, 12.4 and 9.4 eV, give −4.2 meV, about 9 times. Both energies vary as $r^{-6}$, so within these two formulas the ratio is the same at every distance. The two London values do not bracket the answer: the $r^{-6}$ coefficient obtained from the frequency-dependent Hartree–Fock polarisabilities in the same basis gives −5.8 meV, about 13 times the Debye energy.

Overlap of the electron clouds gives repulsion. A first-order calculation with undistorted molecules, and ammonia's lone pair pointing at silane along a cube axis, gives +2.6 meV at 0.5 nm once the classical electrostatic energy of the two charge distributions has been subtracted. The value falls to 2.4 meV when each molecule may use the basis functions of both. In that basis it is about 11 meV with an Si–H bond turned toward the lone pair and about 1 meV with a face of the tetrahedron turned toward it. These are single orientations and not averages, so they should not be added to the other entries. They do show that 0.5 nm is already inside the range where overlap counts.

## 8. Setting the model beside a deposition reactor

Silane and ammonia are used together to deposit silicon nitride from a plasma. The 600 K and 1 Torr of the example are rough typical conditions. The mean spacing $(kT/P)^{1/3}$ at pressure $P$ is then 40 nm, where the formula gives about $-2\times10^{-12}$ meV. Induction therefore matters during close encounters and not between typical neighbours in the gas. Even at 0.5 nm the averaged point-dipole formula gives less than 1 % of $kT=51.7$ meV, so by itself it cannot hold a pair together. The assumption that breaks in an encounter is that of point-like molecules. Put both real molecules at 0.5 nm, ammonia on a cube axis of silane, and let their electron clouds relax in Hartree–Fock theory. The energy gained is −2.5 meV with the lone pair toward silane and −0.29 meV with the hydrogens toward it, where the formula gives −0.918 meV for both; with the dipole across the line, along another cube axis, it is −0.50 meV when one N–H bond is turned away from silane and −0.91 meV when one is turned toward it, against −0.229 meV. With an Si–H bond facing the lone pair it reaches −5.7 meV. This relaxation also contains the polarisation of ammonia by silane and effects of overlap, so it is not the Debye term alone. The orientations listed depart from the formula by factors of two to six. Others come closer: on the cube axis with the lone pair turned 135° away from silane the gain is −0.71 meV against −0.57 meV. All of these stay at about a tenth of $kT$ or less.

A plasma also contains ions, and for them the bookkeeping changes. A charge $q$ produces the field $q/(\kappa r^2)$, with no dipole orientation to average, so the ½ from the self-energy stays visible:

$$U_{\rm ion}=-\tfrac12\alpha\left(\frac{q}{\kappa r^2}\right)^2=-\frac{q^2\alpha'}{2\,(4\pi\varepsilon_0)\,r^4}.$$

Its ratio to the Debye energy is $q^2r^2/(2\mu^2)$, which grows with distance and is about 110 at 0.5 nm. This formula too treats silane as a point and gives the induction part only. For a point charge $+e$ beside Hartree–Fock silane the induction energy is 1.11, 1.61 and 0.95 times the formula at 0.5 nm, on a cube axis, along an Si–H bond and over the centre of a face, and 1.01, 1.08 and 0.96 times it at 1.5 nm. At 0.5 nm the response is no longer linear: for $-e$ the ratios are 1.05, 1.46 and 0.91. In the aug-cc-pVTZ basis the linear part of these ratios moves by up to 0.01 at 0.5 nm.

## Calculated quantities

```
INPUTS (HF/aug-cc-pVDZ)
Si-H length 1.48 angstrom
N-H length 1.01 angstrom, H-N-H angle 107 deg
ammonia dipole 1.609 D
silane polarisability volume 4.436 angstrom^3
same, along Si-H direction 4.436 angstrom^3
ammonia mean polarisability volume 1.866 angstrom^3
temperature 600 K, kT 51.70 meV
SELF-ENERGY TEST, silane in uniform field
field 0.002 a.u.
interaction -3.2584 meV
self-energy 1.6292 meV
total -1.6291 meV
self-energy / |interaction| 0.5000
AVERAGE AND POINT-DIPOLE TESTS
mean of 1+3cos^2(theta) 2.0
SCF/formula at 1.27 nm: axial 1.0275, perp 1.0748, mean 1.0432
SCF/formula at 2.54 nm: axial 1.0065, perp 1.0184, mean 1.0105
extrapolated: axial 0.9996, perp 0.9997, mean 0.9996
ammonia mean F^2 / dipole law at 0.5 nm 1.2170
ammonia mean F^2 / dipole law at 1.0 nm 1.0514
ammonia mean F^2 / dipole law at 2.0 nm 1.0127
extrapolated F^2 ratio 0.9998
DEBYE ENERGY, silane + ammonia
<U> at 0.5 nm -0.4588 meV
<U> at 0.6 nm -0.1537 meV
<U> at 0.8 nm -0.0273 meV
<U> at 0.5 nm -0.0443 kJ/mol
interaction part at 0.5 nm -0.9177 meV
self-energy part at 0.5 nm 0.4588 meV
dipole along line of centres -0.9177 meV
dipole across line of centres -0.2294 meV
u/kT 0.00887
NEGLECTED EFFECTS at 0.5 nm
Boltzmann weighting 0.178 %
mutual induction 0.159 %
hyperpolarisability, largest 0.024 %
ammonia higher multipoles 21.7 %
silane gradient response, leading 27.1 %
MP2 ammonia dipole 1.521 D
MP2 silane polarisability 4.582 angstrom^3
<U> with MP2 inputs -0.4234 meV
silane permanent field, thermal -0.0792 meV
ionisation energies: silane 13.19 eV, ammonia 11.65 eV
London dispersion estimate -4.917 meV
London / Debye 10.7
exchange repulsion, lone pair to silane 2.601 meV
mean gas spacing at 1 Torr 39.6 nm
<U> at that spacing -1.86e-12 meV
```
